# Octahedral Point-Charge Potential and the Cubic Splitting 10Dq

Place six equal charges at the vertices of a regular octahedron centred on a metal ion and expand their potential about the nucleus to second order. The result is a constant: the five d orbitals rise together and stay degenerate, so at this order the model has no ligand-field splitting at all. The size of the constant does not help either, since a shift common to all five levels drops out of every energy difference between them. The splitting first appears at fourth order. The theorem below gives that term, shows that no higher term is needed for d electrons, and fixes the numerical factor.

## Setting and theorem

An electron of charge $-e$ is at $\mathbf r=(x,y,z)$, measured from the metal nucleus, with $r=|\mathbf r|$. Six fixed point charges $-Ze$, with $Z>0$, sit at distance $R$ on the positive and negative $x$, $y$ and $z$ axes. "Potential" here means the electron's potential energy $V$. The product of the two negative charges is positive, so each ligand contributes $+K/|\mathbf r-\mathbf R_i|$, where

$$K=\frac{Ze^2}{4\pi\varepsilon_0}.$$

In Gaussian units $K$ would read $Ze^2$.

**Theorem.** (a) For $r\le\rho R$ with any fixed $\rho<1$ (the constant in the remainder grows without bound as $\rho\to1$, since $V$ diverges at a ligand),

$$V=K\left[\frac6R+\frac{35}{4R^5}\left(x^4+y^4+z^4-\frac35r^4\right)+O\!\left(\frac{r^6}{R^7}\right)\right].$$

(b) Let one electron occupy a d shell whose five orbitals share one radial function, and let the density beyond $R$ be negligible. To first order in $V$, the shell splits into a triplet $t_{2g}$ ($xy,yz,xz$) and a doublet $e_g$ ($x^2-y^2,z^2$), with

$$10Dq\equiv E(e_g)-E(t_{2g})=\frac53\,\frac{Ze^2\langle r^4\rangle}{4\pi\varepsilon_0R^5}.$$

Here $\langle r^4\rangle$ is the mean of $r^4$ over the radial density of the shell.

## Lemma 1: one charge

Let $\mathbf n$ be the unit vector towards a ligand, $c$ the cosine of the angle between $\mathbf r$ and $\mathbf n$, and $h=r/R<1$. Then

$$\frac1{|\mathbf r-R\mathbf n|}=\frac1R(1-2hc+h^2)^{-1/2}=\frac1R\sum_{k=0}^\infty h^kP_k(c),$$

which defines the Legendre polynomials $P_k$. **The lemma states** that

$$P_0=1,\qquad P_2=\frac{3c^2-1}2,\qquad P_4=\frac{35c^4-30c^2+3}8,$$

and that $\int_{-1}^1c^mP_k(c)\,dc=0$ whenever $m<k$.

*Proof.* Put $w=2hc-h^2$ and use the binomial series

$$(1-w)^{-1/2}=1+\frac w2+\frac{3w^2}8+\frac{5w^3}{16}+\frac{35w^4}{128}+\cdots$$

Through order $h^4$,

$$w^2=4h^2c^2-4h^3c+h^4,\quad w^3=8h^3c^3-12h^4c^2+\cdots,\quad w^4=16h^4c^4+\cdots$$

The coefficient of $h^2$ is $-\frac12+\frac38\cdot4c^2=P_2$. The coefficient of $h^4$ is $\frac38-\frac5{16}\cdot12c^2+\frac{35}{128}\cdot16c^4=\frac38-\frac{15}4c^2+\frac{35}8c^4=P_4$.

For the integral, change variable from $c$ to $v$ by $c=v+\frac h2(1-v^2)$. The limits $\pm1$ are unchanged, $dc=(1-hv)\,dv$, and

$$1-2hc+h^2=1-2hv+h^2v^2=(1-hv)^2.$$

The factors $1-hv$ cancel, leaving

$$\int_{-1}^1\frac{c^m\,dc}{\sqrt{1-2hc+h^2}}=\int_{-1}^1\left[v+\frac h2(1-v^2)\right]^mdv.$$

The right side is a polynomial in $h$ of degree at most $m$. The coefficient of $h^k$ on the left is $\int c^mP_k\,dc$, so it vanishes for $k>m$.

Integrating term by term is allowed. With $c=\cos\theta$, the square root contains $(1-he^{i\theta})(1-he^{-i\theta})$, and the inverse square root of each factor has positive expansion coefficients. Hence $|P_k(c)|\le P_k(1)=1$, and the series converges uniformly in $c$ for fixed $h<1$. ∎

## Lemma 2: six charges

**The sum over the ligands gives part (a).**

*Proof.* Let $c_x=x/r$, $c_y=y/r$, $c_z=z/r$, so that $c_x^2+c_y^2+c_z^2=1$. Opposite ligands have cosines $c$ and $-c$. Replacing $(h,c)$ by $(-h,-c)$ leaves the square root in Lemma 1 unchanged, so $P_k(-c)=(-1)^kP_k(c)$: odd terms cancel and even terms double.

For $k=0$ the sum is 6. For $k=2$ it is

$$2\sum_{\text{axes}}\frac{3c^2-1}2=3-3=0.$$

For $k=4$ it is

$$2\sum_{\text{axes}}\frac{35c^4-30c^2+3}8=\frac14\left(35\sum c^4-30+9\right)=\frac{35}4\left(\sum c^4-\frac35\right).$$

Multiplying by $r^4/R^5$ and using $r^4\sum c^4=x^4+y^4+z^4$ gives the quartic term. The fifth-order term is odd and cancels, so the remainder starts at $r^6/R^7$. Only even $k$ survive and $|P_k|\le1$, so inside the bracket the remainder is at most $\dfrac{6\,r^6}{R^7(1-h^2)}$ in size. ∎

The bracket $\sum c^4-\frac35$ is $+\frac25$ on a line towards a ligand and $\frac13-\frac35=-\frac4{15}$ along a cube diagonal. The electron is repelled most where it approaches a ligand.

## Lemma 3: higher terms do not act within a d shell

**Terms with $k>4$ have zero matrix elements between d orbitals.**

*Proof.* On the unit sphere each d function is a quadratic polynomial in the direction cosines, so a product of two has degree at most 4. Take the polar axis along one ligand direction $\mathbf n$ and integrate over the azimuth $\phi$. Terms with an odd power of $\cos\phi$ or $\sin\phi$ vanish. The others carry an even power of $\sin\theta$, which is a polynomial in $c=\cos\theta$. What remains is a polynomial in $c$ of degree at most 4, and by Lemma 1 its integral against $P_k(c)$ is zero for $k>4$. This holds for each ligand, hence for the sum. ∎

The fourth-order expansion is therefore an approximation to $V$ at a point, but for $r<R$ it loses nothing in the d-shell matrix. For f electrons the products reach degree 6, and the argument no longer removes $k=6$. In the f orbital proportional to $xyz$, numerical quadrature over the sphere gives a sixth-order energy of $0.42\,K\langle r^6\rangle/R^7$, which is not zero.

## Lemma 4: averages over the sphere

From here to the end of the angular calculation $x,y,z$ are components of a unit vector, and $\overline{f}$ is the average of $f$ over the sphere. **With $N=a+b+g$,**

$$\overline{x^{2a}y^{2b}z^{2g}}=\frac{(2a-1)!!\,(2b-1)!!\,(2g-1)!!}{(2N+1)!!},\qquad(-1)!!=1.$$

*Proof.* Average the same monomial over all space with weight proportional to $e^{-r^2/2}$. In Cartesian coordinates the average factorizes. Integration by parts lowers the power of $x$ from $2a$ to $2a-2$ with factor $2a-1$, so the three factors give the numerator. In spherical coordinates the average is the sphere average times the mean of $r^{2N}$. With the volume factor $r^2$, integration by parts lowers $2N$ to $2N-2$ with factor $2N+1$, so that mean is $(2N+1)!!$. Division gives the result. ∎

The values needed are $\overline{x^4}=\frac15$, $\overline{x^2y^2}=\frac1{15}$, and

$$\overline{x^8}=\frac19,\quad\overline{x^6y^2}=\frac1{63},\quad\overline{x^4y^4}=\frac1{105},\quad\overline{x^4y^2z^2}=\frac1{315}.$$

## Proof of part (b)

Use the real angular functions

$$\sqrt{15}\,xy,\quad\sqrt{15}\,yz,\quad\sqrt{15}\,xz,\quad\frac{\sqrt{15}}2(x^2-y^2),\quad\frac{\sqrt5}2(3z^2-1).$$

Their squares add up to 5. To see this, put $s=x^2+y^2=1-z^2$. The $xy$ and $x^2-y^2$ functions together give $\frac{15}4s^2$, the $yz$ and $xz$ functions give $15z^2s$, and the last gives $\frac54(2z^2-s)^2$. The total is $5s^2+10sz^2+5z^4=5(s+z^2)^2=5$.

The first three have mean square $15\cdot\frac1{15}=1$, and the fourth has $\frac{15}4\left(\frac25-\frac2{15}\right)=1$. The fifth must then have $5-4=1$, so all are normalized.

Let $Q=x^4+y^4+z^4-\frac35$. It is unchanged by $x\to-x$, $y\to-y$, $z\to-z$ and by exchange of $x$ and $y$. The three reflections separate $xy$, $yz$ and $xz$ from each other and from the remaining two functions. The exchange reverses $x^2-y^2$ but not $z^2$. All off-diagonal elements of $Q$ therefore vanish, as do the overlaps.

For $xy$,

$$15\,\overline{x^2y^2(x^4+y^4+z^4)}-\frac35=15\left(\frac1{63}+\frac1{63}+\frac1{315}\right)-\frac35=\frac{11}{21}-\frac35=-\frac8{105},$$

and permuting the axes gives the same for $yz$ and $xz$.

For $x^2-y^2$, expand the square as $x^4+y^4-2x^2y^2$. Each of the first two terms, multiplied by $x^4+y^4+z^4$, averages to $\frac19+\frac2{105}=\frac{41}{315}$; the product $x^2y^2$ gives $\frac{11}{315}$. Hence

$$\frac{15}4\cdot\frac{41+41-22}{315}-\frac35=\frac57-\frac35=\frac{12}{105}.$$

The five diagonal elements add up to $5\overline Q=5\left(\frac35-\frac35\right)=0$. The element for $z^2$ is then $-\left(-\frac{24}{105}+\frac{12}{105}\right)=\frac{12}{105}$, equal to that of $x^2-y^2$.

First-order perturbation theory in the degenerate shell diagonalizes the matrix of $V$, which is already diagonal. Multiplying by $\frac{35}4K\langle r^4\rangle/R^5$ gives, relative to the common shift $6K/R$,

$$\Delta E(t_{2g})=-\frac23\frac{K\langle r^4\rangle}{R^5},\qquad\Delta E(e_g)=+\frac{K\langle r^4\rangle}{R^5}.$$

Their difference has the factor $1+\frac23=\frac53$. ∎

**Remark on $D$ and $q$.** Split the result into a factor $D$ fixed by the ligands and a factor $q$ fixed by the radial function:

$$D=\frac{35K}{4R^5},\qquad q=\frac{2\langle r^4\rangle}{105},\qquad Dq=\frac{K\langle r^4\rangle}{6R^5}.$$

The shifts are then $-4Dq$ and $+6Dq$. The weighted sum $3(-4Dq)+2(6Dq)$ is zero: the quartic term separates the levels without moving their mean.

## Remark: density outside the ligand sphere

For $r>R$ the roles of $r$ and $R$ in Lemma 1 are exchanged. The angular factors stay the same, but $r^4/R^5$ becomes $R^4/r^5$. The general splitting is

$$10Dq=\frac53K\left\langle\frac{r_<^4}{r_>^5}\right\rangle,$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $R$. Since $R^4/r^5<r^4/R^5$ outside, the theorem's formula overestimates the splitting when the orbital reaches past the ligands.

The error can be large. For a diffuse Gaussian d orbital with radial density proportional to $r^6e^{-5r^2/R^2}$, the simple formula gives $1.05\,K/R$, while diagonalizing the matrix of analytic Coulomb integrals gives $0.68\,K/R$. The simple value is too large by about 54 percent of the full one.

## Worked example

Take round model parameters: $Z=2$, $R=200$ pm, and a radial function proportional to $r^2e^{-\zeta r}$ with $\zeta=0.06\ \mathrm{pm}^{-1}$. Including the volume factor $r^2$,

$$\langle r^4\rangle=\frac{\int_0^\infty r^{10}e^{-2\zeta r}dr}{\int_0^\infty r^6e^{-2\zeta r}dr}=\frac{10!}{6!\,(2\zeta)^4}=\frac{315}{\zeta^4}=2.431\times10^7\ \mathrm{pm}^4.$$

With $e^2/(4\pi\varepsilon_0)=1439.965$ eV pm,

$$10Dq=\frac53\cdot\frac{2(1439.965)(2.431\times10^7)}{200^5}\ \mathrm{eV}=0.365\ \mathrm{eV},$$

or about $2940\ \mathrm{cm}^{-1}$. The triplet moves by $-0.146$ eV and the doublet by $+0.219$ eV about a common shift of 86.4 eV. Numerical integration of the general radial factor lowers $10Dq$ by only 0.04 percent, so for point ligands the neglect of outside density is justified here.

Lengthening $R$ to 210 pm with the radial function held fixed reduces $10Dq$ to 0.286 eV, a drop of 22 percent for a 5 percent change in distance. This is the $R^{-5}$ dependence of the point-charge formula at fixed radial function; nothing here shows that it is the cause of the distance dependence in a real complex.

At $r=70$ pm the potential energy, measured from its value at the nucleus, compares with the quartic term as follows.

| Direction | Full sum (eV) | Quartic (eV) |
|---|---:|---:|
| $(1,0,0)$ | 0.787 | 0.756 |
| $(1,1,0)$ | −0.216 | −0.189 |
| $(1,1,1)$ | −0.467 | −0.504 |

The differences are 4 to 12 percent of the full values. They come from terms with $k\ge6$, which Lemma 3 removes from the d-shell matrix.

## Remark: limits of the model

The splitting is first order in $V$ and treats the ligands as rigid points. Covalent mixing, ligand polarization and the finite size of the ligands are absent, so the formula is the splitting of the point-charge model and not a prediction for a real complex. It is not even the electrostatic part of a real splitting: a d electron that enters a ligand's electron cloud feels the ligand nucleus less screened, which lowers $e_g$ most. With the orbital and distance of the worked example, replacing each point charge by an oxygen nucleus with a frozen Hartree–Fock $\mathrm{O^{2-}}$ cloud, and keeping only the classical Coulomb term, moves $10Dq$ from 0.36 eV to between about $+0.06$ and $-0.11$ eV, depending on how diffuse the basis lets the cloud be. If the ligand charges were positive, $K$ would change sign and the doublet would lie below the triplet.
